# Glide force on a threading arm and misfit dislocation energy: test program

```python
"""Result under test: the resultant glide force F on a threading arm that trails
a long misfit dislocation equals minus the energy W per length of that misfit
dislocation, so F = 0 and W = 0 define the same critical film thickness.

Explicit case: isotropic half-space, vertical glide plane y = 0, Burgers vector
and misfit line along x, depth z, free surface z = 0.
mu, nu : shear modulus, Poisson ratio     b, a : Burgers length, core length
h, L   : film thickness, misfit length    gamma: misfit shear strain
The core length regularizes only the divergent bulk kernel, 1/r -> 1/sqrt(r^2+a^2).
Energies in eV, lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv, lambertw

mu, nu, b, a = 0.3, 0.3, 3.0, 3.0
strain_1, strain_2 = 0.005, -0.005
gamma = strain_1 - strain_2
tau = mu * gamma
prefactor = mu * b**2 / (4 * np.pi)


def slip_stress(kx, ky, kz, pr):
    """Fourier stresses (xy, zz) of unit slip along x on y = 0, infinite body."""
    k2 = kx**2 + ky**2 + kz**2
    source = (mu * ky, mu * kx, 0.0)
    along = 2 * mu * kx * ky
    v = [(s - k * along / (2 * (1 - pr) * k2)) / (mu * k2)
         for s, k in zip(source, (kx, ky, kz))]
    trace = kx * v[0] + ky * v[1] + kz * v[2]
    lam = 2 * mu * pr / (1 - 2 * pr)
    return mu * (kx * v[1] + ky * v[0]) - mu, lam * trace + 2 * mu * kz * v[2]


def surface_factor(q, h, pr):
    """Depth factor of the normal surface traction made by slip and its image."""
    return -pr * np.expm1(-q * h) / q**2 - h * np.exp(-q * h) / (2 * q)


# Slip stiffness on the glide plane, from the three-dimensional Green tensor.
for kx, kz in ((0.7, 0.4), (0.2, 1.1)):
    k = np.hypot(kx, kz)
    t = (np.arange(400) + 0.5) * np.pi / 400 - np.pi / 2
    sxy = slip_stress(kx, k * np.tan(t), kz, nu)[0]
    stiffness = -np.sum(sxy * k / np.cos(t)**2) * (np.pi / 400) / (2 * np.pi)
    formula = mu / 2 * (kz**2 + kx**2 / (1 - nu)) / k
    assert abs(stiffness / formula - 1) < 1e-8

# Normal traction left on the free surface, by direct wave-number integration.
for kx, ky in ((0.7, 0.4), (0.5, 1.3)):
    dk = 0.01
    kz = (np.arange(200000) + 0.5) * dk
    szz = slip_stress(kx, ky, kz, nu)[1]
    direct = np.sum(szz * 2 * np.sin(kz) / kz) * dk / np.pi
    formula = 2 * mu * kx * ky / (1 - nu) * surface_factor(np.hypot(kx, ky), 1.0, nu)
    assert abs(direct - formula) < 1e-7

# Field of a normal surface load S: equilibrium, boundary values, glide stress.
X, Y, Z = sp.symbols("x y z", real=True)
KX, KY, M, N, S = sp.symbols("k_x k_y mu nu S", positive=True)
Q = sp.sqrt(KX**2 + KY**2)
wave = sp.exp(sp.I * (KX * X + KY * Y)) * sp.exp(-Q * Z)
g = -S * (1 - 2 * N - Q * Z) / (2 * M * Q**2)
disp = [sp.I * KX * g * wave, sp.I * KY * g * wave,
        -S * (2 * (1 - N) + Q * Z) / (2 * M * Q) * wave]
xyz = (X, Y, Z)
div = sum(sp.diff(disp[i], xyz[i]) for i in range(3))
sig = [[M * (sp.diff(disp[i], xyz[j]) + sp.diff(disp[j], xyz[i]))
        + (2 * M * N / (1 - 2 * N) * div if i == j else 0)
        for j in range(3)] for i in range(3)]
for i in range(3):
    balance = sum(sp.diff(sig[i][j], xyz[j]) for j in range(3))
    assert sp.simplify(sp.expand(balance / wave)) == 0
assert sp.simplify((sig[0][2] / wave).subs(Z, 0)) == 0
assert sp.simplify((sig[1][2] / wave).subs(Z, 0)) == 0
assert sp.simplify((sig[2][2] / wave).subs(Z, 0) - S) == 0
glide = S * KX * KY / Q**2 * (1 - 2 * N - Q * Z)
assert sp.simplify(sig[0][1] / wave - glide) == 0


def wave_grid(L, h):
    du = min(0.01, 0.05 * h / L)
    return (np.arange(int(60 / du)) + 0.5) * du / h, du / h


def total_self_energy(L, h, pr):
    """Half-loop with two arms: half the mirrored loop plus surface relaxation."""
    def pair(length, distance):
        D = np.hypot(distance, a)
        return 2 * (length * np.arcsinh(length / D) - np.hypot(length, D) + D)
    lines = pair(L, 0) - pair(L, 2 * h)
    arms = (pair(2 * h, 0) - pair(2 * h, L)) / (1 - pr)
    q, dq = wave_grid(L, h)
    shape = 1 - 2 * jv(1, q * L) / (q * L)
    relax = np.sum(q**2 * surface_factor(q, h, pr)**2 * shape) * dq
    return mu * b**2 / (8 * np.pi) * (lines + arms) - mu * b**2 / (np.pi * (1 - pr)) * relax


nodes, weights = np.polynomial.legendre.leggauss(40)


def self_force(L, h, pr):
    """Self force on one arm: stress integrated over the depth of the arm."""
    def back_stress(z):
        m2 = L**2 + a**2
        value = 0.0
        for d in (h - z, h + z):
            value += d * L / ((d**2 + a**2) * np.sqrt(L**2 + d**2 + a**2))
            value += L * d / (m2 * np.sqrt(m2 + d**2)) / (1 - pr)
        return value
    bulk = quad(back_stress, 0, h, points=[h - 3 * a], epsabs=1e-12,
                epsrel=1e-11, limit=300)[0]
    q, dq = wave_grid(L, h)
    depth_integral = np.zeros_like(q)
    for x, w in zip(nodes, weights):
        z = h * (x + 1) / 2
        depth_integral += w * h / 2 * (1 - 2 * pr - q * z) * np.exp(-q * z)
    integrand = -q**2 * surface_factor(q, h, pr) * depth_integral / 2
    relax = np.sum(integrand * jv(2, q * L) / (q * L)) * dq
    return -prefactor * bulk + 2 * mu * b**2 / (np.pi * (1 - pr)) * relax


def line_energy(h, core=a):
    return prefactor / 2 * np.log(1 + 4 * h**2 / core**2)


# Virtual work: force from stress against finite difference of the energy.
h_test = 100.0
for ratio in (2.0, 4.0):
    L, step = ratio * h_test, 0.01 * h_test
    slope = (total_self_energy(L + step, h_test, nu)
             - total_self_energy(L - step, h_test, nu)) / (2 * step)
    assert abs(self_force(L, h_test, nu) / (-slope) - 1) < 3e-5

# Approach to the long-line limit, with the 1/L term removed by extrapolation.
tail = {}
for pr in (0.1, 0.3):
    c = []
    for ratio in (100.0, 200.0):
        excess = self_force(ratio * h_test, h_test, pr) + line_energy(h_test)
        c.append(excess * ratio**2 / prefactor)
    tail[pr] = 2 * c[1] - c[0]
    assert abs(tail[pr] - (1 - 8 * pr)) < 0.01

# Bowed arm in the mirrored bulk problem: same resultant as a straight arm.
x, w = np.polynomial.legendre.leggauss(500)
core = 0.1
front, slope = 0.5 * (1 - x**2), -x
dz, dx = x[:, None] - x[None, :], front[:, None] - front[None, :]
R3 = (dz**2 + dx**2 + core**2)**1.5
arm_part = -(w @ ((slope[None, :] * dz - dx / (1 - nu)) / R3) @ w)
line_part = 0.0
for d in (1 - x, 1 + x):
    m2 = d**2 + core**2
    line_part -= np.sum(w * d / m2 * (1 - front / np.sqrt(front**2 + m2)))
bowed = prefactor * (arm_part + line_part) / 2
assert abs(bowed / (-line_energy(1.0, core)) - 1) < 1e-6

# Equibiaxial load on an inclined plane: line force against film energy released.
eps, h_load = 0.01, 100.0
sigma = 2 * mu * (1 + nu) / (1 - nu) * eps
cosine = 1 / np.sqrt(3)
sine = np.sqrt(1 - cosine**2)
burgers = b * np.array([0.5, np.sqrt(3) / 2 * cosine, np.sqrt(3) / 2 * sine])
s = np.linspace(0, h_load / sine, 2001)
path = np.column_stack([15 * np.sin(s / 20), s * cosine, s * sine])
sigma_b = np.diag([sigma, sigma, 0.0]) @ burgers
load_force = np.sum(np.cross(sigma_b, np.diff(path, axis=0)), axis=0)[0]


def film_density(ex, ey):
    return mu / (1 - nu) * (ex**2 + ey**2 + 2 * nu * ex * ey)


width = 1e8
released = width * h_load * (film_density(eps, eps)
                             - film_density(eps, eps - burgers[1] / width))
assert abs(load_force / released - 1) < 1e-5


# Critical thickness by two roads.
def energy_per_length(h):
    """Fourier energy of an infinite slipped strip and image, minus load work."""
    dk = 0.004 / h
    k = (np.arange(int(40 / a / dk)) + 0.5) * dk
    strip = np.sum(np.exp(-k * a) * np.sin(k * h)**2 / k) * dk
    return mu * b**2 / (2 * np.pi) * strip - tau * b * h


def local_force(z, h):
    return tau * b - prefactor * sum(d / (d**2 + a**2) for d in (h - z, h + z))


def arm_force(h):
    return quad(local_force, 0, h, args=(h,), points=[max(h - 3 * a, h / 2)],
                epsabs=1e-12, limit=300)[0]


h_energy = brentq(energy_per_length, 10, 1000, xtol=1e-8)
h_force = brentq(arm_force, 10, 1000, xtol=1e-8)
assert abs(h_energy / h_force - 1) < 1e-5
for h in (30.0, 70.0, 200.0):
    assert abs(arm_force(h) + energy_per_length(h)) < 1e-6
lam = b / (4 * np.pi * gamma)
h_lambert = -lam * lambertw(-a / (2 * lam), -1).real
assert abs(h_lambert / h_force - 1) < 1e-3
h_core = brentq(lambda h: line_energy(h) - tau * b * h, 1e-3, 5)
assert h_core < a
hc = h_force
z_zero = brentq(local_force, 0, 0.9 * hc, args=(hc,))
assert local_force(0, hc) > 0 > local_force(0.9 * hc, hc)

bohr = physical_constants["Bohr radius"][0] * 1e10
hartree = physical_constants["Hartree energy in eV"][0]
print(f"shear modulus mu = {mu:.3f} eV/A^3; Poisson ratio nu = {nu:.2f}")
print(f"Burgers length b = {b:.2f} A; core length a = {a:.2f} A")
print(f"principal misfit strains = {strain_1:.4f}, {strain_2:.4f}")
print(f"misfit shear strain gamma = {gamma:.4f}")
print(f"misfit shear stress tau = {tau:.5f} eV/A^3")
print(f"load force per arm length tau*b = {tau*b:.5f} eV/A^2")
print(f"prefactor mu b^2/(4 pi) = {prefactor:.5f} eV/A")
print(f"length lambda = b/(4 pi gamma) = {lam:.4f} A")
print(f"critical thickness from force = {h_force:.4f} A")
print(f"critical thickness from energy = {h_energy:.4f} A")
print(f"critical thickness, Lambert form = {h_lambert:.4f} A")
print(f"critical thickness = {hc/bohr:.3f} bohr")
print(f"spurious root below core size = {h_core:.4f} A")
print(f"line self-energy at h_c = {line_energy(hc):.5f} eV/A")
print(f"line self-energy at h_c = {line_energy(hc)*bohr/hartree:.6f} hartree/bohr")
print(f"load term tau*b*h_c = {tau*b*hc:.5f} eV/A")
for factor in (0.5, 2.0):
    h = factor * hc
    print(f"h = {factor:.1f} h_c = {h:.3f} A: F = {arm_force(h):.5f} eV/A,"
          f" W = {energy_per_length(h):.5f} eV/A")
for fraction in (0.0, 0.5, 0.9):
    print(f"local arm force at h_c, depth {fraction:.1f} h_c ="
          f" {local_force(fraction*hc, hc):.5f} eV/A^2")
print(f"depth of zero local force at h_c = {z_zero:.3f} A = {z_zero/hc:.4f} h_c")
for ratio in (2, 5, 10, 20, 50):
    net = tau * b * hc + self_force(ratio * hc, hc, nu)
    lead = prefactor * (1 - 8 * nu) / ratio**2
    print(f"h = h_c, L = {ratio} h_c: net force = {net:.4e} eV/A,"
          f" leading law = {lead:.4e} eV/A")
for pr, value in tail.items():
    print(f"nu = {pr:.1f}: finite-length coefficient = {value:.4f},"
          f" 1-8nu = {1-8*pr:.4f}")
print(f"bowed arm, h = 1 A, a = 0.1 A: self force = {bowed:.6f} eV/A")
print(f"straight line, same h and a: self-energy = {line_energy(1.0, core):.6f} eV/A")
print(f"equibiaxial check: strain = {eps:.3f}, stress = {sigma:.6f} eV/A^3")
print(f"equibiaxial check: h = {h_load:.1f} A, b_y = {burgers[1]:.3f} A")
print(f"equibiaxial check: load force on curved arm = {load_force:.5f} eV/A")
print(f"equibiaxial check: film energy released = {released:.5f} eV/A")
print("checks complete")
```

It prints:

```
shear modulus mu = 0.300 eV/A^3; Poisson ratio nu = 0.30
Burgers length b = 3.00 A; core length a = 3.00 A
principal misfit strains = 0.0050, -0.0050
misfit shear strain gamma = 0.0100
misfit shear stress tau = 0.00300 eV/A^3
load force per arm length tau*b = 0.00900 eV/A^2
prefactor mu b^2/(4 pi) = 0.21486 eV/A
length lambda = b/(4 pi gamma) = 23.8732 A
critical thickness from force = 100.3456 A
critical thickness from energy = 100.3456 A
critical thickness, Lambert form = 100.3421 A
critical thickness = 189.626 bohr
spurious root below core size = 0.1900 A
line self-energy at h_c = 0.90311 eV/A
line self-energy at h_c = 0.017563 hartree/bohr
load term tau*b*h_c = 0.90311 eV/A
h = 0.5 h_c = 50.173 A: F = -0.30270 eV/A, W = 0.30270 eV/A
h = 2.0 h_c = 200.691 A: F = 0.75420 eV/A, W = -0.75420 eV/A
local arm force at h_c, depth 0.0 h_c = 0.00472 eV/A^2
local arm force at h_c, depth 0.5 h_c = 0.00331 eV/A^2
local arm force at h_c, depth 0.9 h_c = -0.01178 eV/A^2
depth of zero local force at h_c = 72.989 A = 0.7274 h_c
h = h_c, L = 2 h_c: net force = -8.5919e-02 eV/A, leading law = -7.5201e-02 eV/A
h = h_c, L = 5 h_c: net force = -1.4910e-02 eV/A, leading law = -1.2032e-02 eV/A
h = h_c, L = 10 h_c: net force = -3.5211e-03 eV/A, leading law = -3.0080e-03 eV/A
h = h_c, L = 20 h_c: net force = -8.2686e-04 eV/A, leading law = -7.5201e-04 eV/A
h = h_c, L = 50 h_c: net force = -1.2554e-04 eV/A, leading law = -1.2032e-04 eV/A
nu = 0.1: finite-length coefficient = 0.1994, 1-8nu = 0.2000
nu = 0.3: finite-length coefficient = -1.4004, 1-8nu = -1.4000
bowed arm, h = 1 A, a = 0.1 A: self force = -0.643929 eV/A
straight line, same h and a: self-energy = 0.643929 eV/A
equibiaxial check: strain = 0.010, stress = 0.011143 eV/A^3
equibiaxial check: h = 100.0 A, b_y = 1.500 A
equibiaxial check: load force on curved arm = 1.67143 eV/A
equibiaxial check: film energy released = 1.67143 eV/A
checks complete
```
